Why a Delocalised Core Hole Relaxes Too Little in N2 and O2

**Q:** I calculated the N 1s binding energy of N2 as a difference of two Hartree-Fock energies, neutral and ion, keeping the molecular symmetry. I got 419 eV, but the measured value is roughly 410 eV. When I let the hole sit on one atom, I got 409 eV. Why should that choice matter so much?

**A:** First separate the energy of making the hole from the energy gained when the other electrons respond. Let g and u be the even and odd core orbitals, all orbitals being real. The localised ones are

A = (g + u)/√2,  B = (g − u)/√2.

Take charge q out of one core spin orbital h and freeze all orbitals. The Hartree-Fock energy is quadratic in the density matrix, so the change has a linear and a quadratic part:

E_frozen(q) − E0 = −q⟨h|F|h⟩ + ½q²[(hh|hh) − (hh|hh)] = −q⟨h|F|h⟩.

F is the neutral molecule's Fock operator for the spin of the removed electron, and (pq|rs) is the Coulomb interaction of the densities pq and rs. The bracket is Coulomb minus exchange of the hole with itself, which cancels. For q = 1 the frozen binding energy is therefore −⟨h|F|h⟩. Parity makes ⟨g|F|u⟩ zero, so

⟨A|F|A⟩ = ½(ε_g + ε_u).

For N2 the frozen values are 426.77 eV for g, 426.67 eV for u and 426.72 eV for A. Before relaxation, localising the hole changes almost nothing.

**Q:** How were these numbers made?

**A:** They are nonrelativistic unrestricted Hartree-Fock energies at a fixed bond length of 1.10 Å, in the uncontracted cc-pVTZ basis without f functions. For the relaxed ion, the hole is assigned in each iteration to the core orbital that most resembles the starting hole. I keep hundredths of an eV where small differences matter; the model does not predict experiment that finely. Nor is the basis complete at that level: going to uncontracted cc-pVQZ up to d, or adding f functions, lowers the N2 binding energies by about 0.05 eV and raises the relaxation energies by up to 0.07 eV, while the gap between the two holes moves by 0.01 eV.

**Q:** So the difference is relaxation. Why does it depend on where the hole is?

**A:** Define R = E_frozen − E_relaxed, which is positive when relaxation lowers the energy. The hole changes the Fock operator of the other electrons by −q(J_h − K_h), where J_h and K_h are the Coulomb and exchange operators of h, and K_h acts on equal spin only. Let the occupied orbitals φ_i mix with empty orbitals φ_a by small amounts κ_ia. The density matrix then changes, to first order, by

δD = Σ κ_ia(|φ_i⟩⟨φ_a| + |φ_a⟩⟨φ_i|).

The neutral molecule has ⟨φ_i|F|φ_a⟩ = 0, so the linear energy term comes from the hole alone. It is −2qκᵀw, the 2 arising from the two terms in δD, with

w_ia = (hh|ia) − δ(hi|ha).

Here δ is 1 if i has the spin of the hole and 0 otherwise. The quadratic term is κᵀMκ, with

M_ia,jb = (ε_a − ε_i)δ_ij δ_ab δ_spin + 2(ia|jb) − δ_spin[(ib|ja) + (ij|ab)],

where δ_spin is 1 for equal spins. The first term is the cost of promotion. The rest is half the interaction of δD with itself: four equal Coulomb terms times ½ give the 2, and two pairs of exchange terms times ½ give the bracket.

Setting the derivative of κᵀMκ − 2qκᵀw to zero gives κ = qM⁻¹w. Inserting this,

E_relaxed − E_frozen = q²wᵀM⁻¹w − 2q²wᵀM⁻¹w = −q²wᵀM⁻¹w,

R = q²wᵀM⁻¹w + O(q³).

The partly empty orbital h can also mix with other occupied orbitals, which this formula leaves out. Such mixing changes the density matrix only in proportion to q. For a valence orbital, ⟨h|F|φ_j⟩ = 0, so the force is of order q² and the curvature of order q, and the energy change is of order q³. For a hole on A, mixing with B is driven by ⟨A|F|B⟩; I hold the hole fixed here and treat that mixing separately below, where it turns out to be very small.

One factor of q is the strength of the disturbance and the other is the size of the response. R is positive if the neutral state is a stable minimum, because M is then positive definite.

**Q:** My hole has charge one in both calculations. Where does a smaller q enter?

**A:** Through its distribution. The density matrix of the even hole is

|g⟩⟨g| = ½(|A⟩⟨A| + |B⟩⟨B|) + ½(|A⟩⟨B| + |B⟩⟨A|).

The force w is linear in this matrix. The last bracket contributes little: its Coulomb part contains the tiny product A(r)B(r). Its exchange part couples core-sized densities on different atoms, one of which, Bφ_a or Aφ_a, has no net charge because φ_a is orthogonal to the core. Dropping the bracket gives w_g ≈ ½(w_A + w_B).

Write R_AB = w_AᵀM⁻¹w_B, and likewise R_AA and R_BB, which are equal by symmetry. For one whole electron removed,

R_g ≈ ¼(R_AA + R_BB + 2R_AB) = ½(R_AA + R_AB).

Each atom sees half a hole and relaxes by a quarter of the full amount. Two quarters make a half, apart from the interatomic term R_AB.

**Q:** Is a whole core hole really small enough for a quadratic law?

**A:** In this calculation it is a good approximation. Hartree-Fock equations with fractional occupation, for a hole on A in N2, give:

q = 0.25: R = 1.045 eV, R/q² = 16.7 eV
q = 0.50: R = 4.26 eV, R/q² = 17.0 eV
q = 1.00: R = 17.31 eV, R/q² = 17.3 eV

A perfect quadratic law would give 17.31/4 = 4.33 eV for the half hole, close to the 4.26 eV found.

**Q:** Then does the half account for my discrepancy?

**A:** It accounts for most of it. Full relaxation gives these binding energies for N2:

hole in g: 426.77 − 7.50 = 419.27 eV
hole on A: 426.72 − 17.31 = 409.41 eV

The gap is the frozen difference plus the lost relaxation:

(426.77 − 426.72) + (17.31 − 7.50) = 0.05 + 9.81 = 9.86 eV.

The relaxation ratio is 7.50/17.31 = 0.43, somewhat less than one half.

**Q:** What takes it below one half?

**A:** Part of the answer is R_AB. Solving the linear-response equations for N2 gives R_AA = 16.32 eV and R_AB = −0.84 eV, so

½(R_AA + R_AB) = ½(16.32 − 0.84) = 7.74 eV.

At this order the ratio is 7.74/16.32 = 0.47. The step from 0.47 to 0.43 comes from higher orders, which raise the localised relaxation to 17.31 eV and lower the delocalised one to 7.50 eV.

Parity shows what the symmetric hole loses. Split the force into w± = ½(w_A ± w_B). Inversion leaves M unchanged, so the even and odd parts do not mix. Since w_A = w₊ + w₋ and w_B = w₊ − w₋,

R_AA = R_even + R_odd,  R_AB = R_even − R_odd.

Here R_even = 7.74 eV and R_odd = 8.58 eV. A symmetric hole gets the even part alone. The odd part includes a shift of electrons towards one atom, which a hole shared equally cannot cause.

With the full hole on A, relaxation moves electron density towards A: compared with the frozen-orbital ion, the first moment of the electron density along the bond shifts by 0.58 electrons times the bond length. This includes polarisation within the atoms, so it is not a count of transferred electrons. It suggests why R_AB is negative: electrons drawn towards A are less available to screen a hole on B. Of the −0.84 eV, −0.62 eV comes from the charge response and −0.22 eV from the spin response, which moves no charge. I have not broken the charge part down further, so that reading is a conjecture and can cover only that part.

**Q:** If the atoms were far apart, would I get one half?

**A:** Very nearly. Each atom then has the density matrix of an atom with half a core hole. The Coulomb repulsion of the two half holes is +¼(AA|BB). The blocks linking A and B, each with coefficient −½, give an exchange energy −½ · 2 · ¼(AA|BB) = −¼(AA|BB), which cancels it. This holds for frozen and for relaxed orbitals, so at infinite separation

R_g = 2R_A(q = ½).

Two high-spin N atoms 6.0 Å apart, in uncontracted cc-pVDZ, give R_A(½) = 3.87 eV and R_g = 7.74 eV, which is twice as much. A full hole on A gives 15.31 eV. The ratio is 7.736/15.31 = 0.505; it is not precisely one half because the relaxation of one atom is not perfectly quadratic. These values depend on the basis: for an isolated atom in uncontracted cc-pVQZ the full hole gives 15.65 eV, twice the half hole gives 7.98 eV, and the ratio is 0.510.

**Q:** Does O2 behave in the same way?

**A:** Yes. I remove a minority-spin core electron from triplet O2, which leaves a quartet ion. At 1.21 Å, with the same kind of basis as for N2 at its bond length, the binding energy is 554.1 eV for the g hole and 542.0 eV for the localised hole. The relaxation energies are 9.2 and 21.2 eV, again a ratio of 0.43. The gap is about 12 eV.

**Q:** Why did my symmetric calculation not fall into the lower solution? And would a valence hole also localise?

**A:** Consider h = cos θ A + sin θ B, and let s = sin 2θ. The frozen part of the binding energy is −F_AA − F_AB s, where F_AB = ⟨A|F|B⟩ = ½(ε_g − ε_u). With weights cos²θ and sin²θ on the atoms, the leading-order relaxation is

R = (cos⁴θ + sin⁴θ)R_AA + 2cos²θ sin²θ R_AB = R_AA − ½s²(R_AA − R_AB).

The binding energy and its slope are therefore

I(θ) = −F_AA − F_AB s − R_AA + ½s²(R_AA − R_AB),

dI/dθ = 2cos 2θ [s(R_AA − R_AB) − F_AB].

The slope vanishes at s = ±1, the g and u holes, whatever the parameters. A symmetric calculation can therefore converge there. A second solution, s = F_AB/(R_AA − R_AB), exists if

|F_AB| < R_AA − R_AB.

For N2, F_AB = ½(−426.77 + 426.67) = −0.05 eV and R_AA − R_AB = 17.16 eV, so s = −0.003: the hole is almost entirely on one atom. In this model, a hole whose g–u splitting is large enough to violate the condition stays delocalised. A valence hole may do so, but its relaxation would have to be calculated, since I dropped the A–B cross term on the strength of compact cores.

**Q:** But N2 has two identical atoms. Surely the true ion cannot prefer one of them?

**A:** Its stationary states can be chosen even or odd, and a broken-symmetry determinant is neither. The fault lies in asking a single determinant to carry the symmetry. Let Φ_A be the relaxed determinant with its hole on A, and Φ_B its mirror image under inversion. Combine them as Φ_A ± Φ_B. With H_AA = H_BB and overlap S_AB,

E± = (2H_AA ± 2H_AB)/(2 ± 2S_AB) = (H_AA ± H_AB)/(1 ± S_AB).

For N2 the overlap is about −0.001, and the binding energies are 409.43 eV for the even state and 409.39 eV for the odd one. Inversion symmetry is restored, and the hole is shared equally, yet the relaxation is kept. Spin symmetry is not restored: Φ_A is an unrestricted determinant with ⟨S²⟩ = 1.19, where a pure doublet has 0.75 and the g-hole determinant has 0.753.

In each part of this wave function the valence electrons are arranged around the atom that has the hole. In the single symmetric determinant they respond to half a hole on each atom at once. That determinant lies 419.27 − 409.43 = 9.84 eV above the two-determinant even state. Measured from the symmetric determinant, this difference counts as correlation energy, apart from whatever the localised determinant gains by breaking spin symmetry, which I have not separated.

**Q:** May I then take the localised result as my predicted binding energy?

**A:** As a Hartree-Fock estimate, yes. It leaves out relativity, nuclear motion and the remaining electron correlation, and for N2 the localised determinant is not a pure doublet, so its closeness to the rough measured value does not establish sub-eV accuracy. Spin-restricted doublet determinants in the same basis give 419.52 eV for the g hole and 410.15 eV for the hole on A, a gap of 9.37 eV, so about 0.5 eV of the 9.86 eV comes from leaving the spin unrestricted. What the comparison does establish is the origin of the error of about 10 eV: too little relaxation in a single symmetric determinant.
